**Seven-point lattice Green function at the origin: infinite grid against periodic grid**

The program examines G_N(0) = G∞(0) − ξ/(4πN) + D/N³ + …, where G∞ is the decaying Green function of the seven-point Laplacian on the infinite grid and G_N is its zero-mean counterpart on a periodic N³ grid with a neutralizing background. It asserts that a heat-kernel integral and a momentum integral agree on G∞(0), printed as 0.252731. The constant ξ = 2.837297 comes from a rapidly convergent shell sum; it is asserted to agree with an unsplit theta-function integral and with a real-space sum of neutral cubic cells. Direct mode sums are asserted to approach the infinite-grid value with this coefficient, and the remainder to fall as 1/N³ with D = 0.0429. The inequalities for the one-dimensional heat kernel that support the limit are asserted at sample times. For one elementary charge on a node of a 10 Å cell, the discrete Poisson equation is solved at two spacings and the stencil is applied to the solution. The output shows the infinite-grid self-energy doubling when the spacing is halved, while the periodic shift stays at −2.0428 eV.

## Check in Python

```python
"""Green function at the origin of the seven-point lattice Laplacian.

L f(x) = 6 f(x) - sum of f over the six neighbours (unit grid spacing).
Infinite grid:      L G = delta, G decaying;            G_inf(0) = 0.2527
Periodic N^3 grid:  L G = delta - 1/N^3, zero mean;     G_N(0) = G_N
Result under test:  G_N = G_inf - xi/(4 pi N) + D/N^3 + ..., xi = 2.8373
xi/L is minus the potential at a unit point charge in a cubic cell of side L
due to its periodic images and the neutralizing background (atomic units).
P_n(t) = exp(-2t) I_n(2t) is the one-dimensional lattice heat kernel.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import ive, erfc
from scipy.constants import physical_constants

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10


def eigenvalues(N):
    """Eigenvalues of L on the periodic grid; zero mode set to infinity."""
    one = 4 * np.sin(pi * np.arange(N) / N) ** 2
    lam = one[:, None, None] + one[None, :, None] + one[None, None, :]
    lam[0, 0, 0] = np.inf
    return lam


def green_periodic(N):
    return np.mean(1 / eigenvalues(N))


# --- the mode sum against a matrix pseudo-inverse of the stencil itself ---
n_small = 8
eye = np.eye(n_small)
ring = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
stencil = (np.kron(np.kron(ring, eye), eye) + np.kron(np.kron(eye, ring), eye)
           + np.kron(np.kron(eye, eye), ring))
green_matrix = np.linalg.pinv(stencil, rcond=1e-10, hermitian=True)
assert abs(green_matrix[0, 0] - green_periodic(n_small)) < 1e-11
assert abs(green_matrix[:, 0].sum()) < 1e-10

# --- infinite grid: heat-kernel integral and momentum integral ---
T = 50.0
head = quad(lambda t: ive(0, 2 * t) ** 3, 0, 1, epsabs=1e-13)[0]
head += quad(lambda t: ive(0, 2 * t) ** 3, 1, T, epsabs=1e-13, limit=200)[0]
tail = (4 * pi) ** -1.5 * (2 * T ** -0.5 + T ** -1.5 / 8
                           + 33 / 1280 * T ** -2.5)
G_heat = head + tail

nodes, weights = np.polynomial.legendre.leggauss(80)
unit_x, unit_w = (nodes + 1) / 2, weights / 2
u = pi * unit_x[:, None]
v = unit_x[None, :]
a_minus_2 = 4 * np.sin(u / 2) ** 2 + 4 * np.sin(u * v / 2) ** 2
integrand = u / np.sqrt(a_minus_2 * (a_minus_2 + 4))
G_inf = 2 / pi ** 2 * pi * (unit_w @ integrand @ unit_w)
assert abs(G_heat - G_inf) < 1e-8
assert abs(G_inf - 0.2527) < 5e-5

# --- heat-kernel facts used to take the limit under the integral ---
for t in (0.3, 3.0, 30.0, 300.0):
    sites = np.arange(0, 601)
    P = ive(sites, 2 * t)
    fourth = 12 * t ** 2 + 2 * t
    assert np.all(np.diff(P) <= 0)
    assert abs(2 * np.sum(sites ** 4.0 * P) / fourth - 1) < 1e-9
    assert np.all(P[1:] <= 16 * fourth / sites[1:] ** 5.0)
    assert P[0] <= np.sqrt(pi) / (4 * np.sqrt(t))
N_ring, t_ring = 7, 20.0
ring_modes = np.mean(np.exp(-4 * t_ring
                            * np.sin(pi * np.arange(N_ring) / N_ring) ** 2))
ring_images = np.sum(ive(np.abs(N_ring * np.arange(-30, 31)), 2 * t_ring))
assert abs(ring_modes - ring_images) < 1e-12

# --- the constant xi: rapidly convergent sum, split at s0 ---
idx = np.arange(-6, 7)
r2 = (idx[:, None, None] ** 2 + idx[None, :, None] ** 2
      + idx[None, None, :] ** 2).ravel()
r2 = r2[r2 > 0].astype(float)
r = np.sqrt(r2)


def limit_constant(s0):
    real = np.sum(erfc(r / (2 * np.sqrt(s0))) / (4 * pi * r))
    recip = np.sum(np.exp(-4 * pi ** 2 * r2 * s0) / (4 * pi ** 2 * r2))
    return real + recip - s0 - 1 / (4 * pi ** 1.5 * np.sqrt(s0))


real_terms = erfc(np.sqrt(pi) * r) / r
recip_terms = np.exp(-pi * r2) / (pi * r2)
xi = 3 - np.sum(real_terms + recip_terms)
C = -xi / (4 * pi)
assert abs(limit_constant(0.05) - C) < 1e-12
assert abs(limit_constant(0.12) - C) < 1e-12
assert abs(xi - 2.8373) < 5e-5

# --- the same constant from the unsplit integral of theta functions ---
modes = (2 * pi * np.arange(-30, 31)) ** 2


def theta(s):
    return np.sum(np.exp(-modes * s))


def theta_second(s):
    return np.sum(modes ** 2 * np.exp(-modes * s))


def free(s):
    return (4 * pi * s) ** -0.5


s_low = 0.005   # below this theta - free is of relative size exp(-50)


def integrate_pieces(f):
    edges = (s_low, 0.02, 0.1, 1.0)
    return sum(quad(f, lo, hi, epsabs=1e-11, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


C_integral = (-s_low + integrate_pieces(
    lambda s: theta(s) ** 3 - free(s) ** 3 - 1) - 2 * (4 * pi) ** -1.5)
assert abs(C_integral - C) < 1e-8

# --- physical meaning of xi: real-space sum of neutral cubic cells ---
M = 40
cells = np.arange(-M, M + 1)
dist2 = (cells[:, None, None] ** 2 + cells[None, :, None] ** 2
         + cells[None, None, :] ** 2).astype(float)
dist2[M, M, M] = np.inf
face = 1 / np.sqrt(1 + unit_x[:, None] ** 2 + unit_x[None, :] ** 2)
cube_integral = 3 * (unit_w @ face @ unit_w)   # integral of 1/r, unit cube
neutral_sum = np.sum(dist2 ** -0.5) - (2 * M + 1) ** 2 * cube_integral
xi_real_space = -(neutral_sum - pi / 6)
assert abs(xi_real_space - xi) < 1e-4   # truncation falls as 1/M^2

# --- next coefficient, from the fourth-order part of the eigenvalue ---
D = integrate_pieces(lambda s: s / 4 * (
    theta(s) ** 2 * theta_second(s) - free(s) ** 3 * 0.75 / s ** 2))
D -= (4 * pi) ** -1.5 / 8

# --- approach to the infinite grid from direct mode sums ---
sizes = (8, 16, 32, 64)
G_per = {N: green_periodic(N) for N in sizes}
rest = {N: G_per[N] - G_inf - C / N for N in sizes}
assert abs(64 * (G_per[64] - G_inf) - C) < 1e-4
assert abs(rest[32] / rest[64] / 8 - 1) < 0.05
assert abs(64 ** 3 * rest[64] - D) < 5e-4

print("Infinite grid (dimensionless)")
print(f"heat integral up to T={T:.0f}: {head:.8f}")
print(f"tail beyond T: {tail:.8f}")
print(f"G_inf, heat kernel: {G_heat:.8f}")
print(f"G_inf, momentum integral: {G_inf:.8f}")
print(f"4 pi G_inf: {4 * pi * G_inf:.6f}")
print("Shells: n^2, points, erfc part, Gauss part (whole shell)")
for shell in (1, 2, 3):
    pick = r2 == shell
    print(f"{shell} {pick.sum():3d} {real_terms[pick].sum():.6f} "
          f"{recip_terms[pick].sum():.6f}")
print(f"sum over all shells: {3 - xi:.6f}")
print(f"xi: {xi:.6f}")
print(f"xi from neutral cells, M={M}: {xi_real_space:.6f}")
print(f"xi/(4 pi): {-C:.6f}")
print(f"D, coefficient of 1/N^3: {D:.6f}")
print("N, G_N, G_inf-xi/(4 pi N), N(G_N-G_inf), N^3*rest")
for N in sizes:
    print(f"{N:2d} {G_per[N]:.8f} {G_inf + C / N:.8f} "
          f"{N * (G_per[N] - G_inf):.6f} {N ** 3 * rest[N]:.5f}")

# --- one elementary charge on a grid node, fixed cell, two spacings ---
L_ang = 10.0
print(f"Unit charge on one node, cell side {L_ang:.1f} angstrom")
grid_parts, shifts = [], []
for N in (20, 40):
    h_ang = L_ang / N
    h = h_ang / BOHR_ANG
    rho = np.zeros((N, N, N))
    rho[0, 0, 0] = 1 / h ** 3
    phi = np.fft.ifftn(4 * pi * h ** 2 * np.fft.fftn(rho)
                       / eigenvalues(N)).real
    applied = 6 * phi
    for axis in range(3):
        applied -= np.roll(phi, 1, axis) + np.roll(phi, -1, axis)
    source = 4 * pi * (rho - rho.mean())
    assert np.max(np.abs(applied / h ** 2 - source)) < 1e-9 * source.max()
    assert abs(phi.mean()) < 1e-10
    energy = 0.5 * phi[0, 0, 0] * HARTREE_EV
    grid_part = 2 * pi * G_inf / h * HARTREE_EV
    shift = -xi / (2 * L_ang / BOHR_ANG) * HARTREE_EV
    third = 2 * pi * D / (h * N ** 3) * HARTREE_EV
    assert abs(energy - grid_part - shift - third) < 2e-4
    grid_parts.append(grid_part)
    shifts.append(energy - grid_part)
    print(f"spacing {h_ang:.2f} angstrom, N={N}")
    print(f"  self-energy, solved: {energy:.5f} eV")
    print(f"  infinite-grid part: {grid_part:.5f} eV")
    print(f"  periodic shift -xi/(2L): {shift:.5f} eV")
    print(f"  remainder, solved: {energy - grid_part - shift:.6f} eV")
    print(f"  remainder from D: {third:.6f} eV")
    print(f"  self-energy: {energy / HARTREE_EV:.6f} hartree")
# the solved periodic shift hardly changes when the spacing is halved
assert abs(shifts[0] - shifts[1]) < 0.01 * abs(shifts[1])
print(f"e^2/(4 pi eps0): {HARTREE_EV * BOHR_ANG:.6f} eV angstrom")
print(f"periodic shift: {shift / HARTREE_EV:.6f} hartree")

print("success")
```

Running it gives:

```
Infinite grid (dimensionless)
heat integral up to T=50: 0.24637368
tail beyond T: 0.00635733
G_inf, heat kernel: 0.25273101
G_inf, momentum integral: 0.25273101
4 pi G_inf: 3.175912
Shells: n^2, points, erfc part, Gauss part (whole shell)
1   6 0.073133 0.082533
2  12 0.003333 0.003567
3   8 0.000065 0.000068
sum over all shells: 0.162703
xi: 2.837297
xi from neutral cells, M=40: 2.837301
xi/(4 pi): 0.225785
D, coefficient of 1/N^3: 0.042900
N, G_N, G_inf-xi/(4 pi N), N(G_N-G_inf), N^3*rest
 8 0.22460563 0.22450789 -0.225003 0.05004
16 0.23863032 0.23861945 -0.225611 0.04452
32 0.24567655 0.24567523 -0.225743 0.04330
64 0.24920328 0.24920312 -0.225774 0.04300
Unit charge on one node, cell side 10.0 angstrom
spacing 0.50 angstrom, N=20
  self-energy, solved: 43.69019 eV
  infinite-grid part: 45.73200 eV
  periodic shift -xi/(2L): -2.04280 eV
  remainder, solved: 0.000994 eV
  remainder from D: 0.000970 eV
  self-energy: 1.605585 hartree
spacing 0.25 angstrom, N=40
  self-energy, solved: 89.42144 eV
  infinite-grid part: 91.46400 eV
  periodic shift -xi/(2L): -2.04280 eV
  remainder, solved: 0.000244 eV
  remainder from D: 0.000243 eV
  self-energy: 3.286177 hartree
e^2/(4 pi eps0): 14.399645 eV angstrom
periodic shift: -0.075072 hartree
success
```
